# Optimal Damping for DFT+U: Exact Line Search and Metastable States

Each cycle of a DFT+U calculation ends with a decision: how much of the newly computed density matrix should replace the old one? Too large a step can make the charge oscillate. A small fixed step may settle down, but it gives no reason to trust the state that it reaches. If two structures or magnetic orders are compared, and one run has stopped in a higher self-consistent state, the energy difference is wrong however tight the convergence threshold. The step length and the choice of state are separate problems. Optimal damping gives the best length of each step for a quadratic energy, and its derivation shows why it does not settle the choice of state.

## The energy to be minimized

Take one spin channel at zero temperature, a finite orthonormal basis and \(N\) electrons. The density matrix \(D\) is Hermitian, with eigenvalues between 0 and 1 and \(\mathrm{Tr}\,D=N\). Fractional eigenvalues are allowed, so these matrices form a convex set \(\mathcal C\): a weighted average of two members is again a member.

Let \(n_s\) be the block of \(D\) on correlated shell \(s\), and \(n_c=\sum_s\mathrm{Tr}\,n_s\) the total correlated charge. The model energy is

\[
E(D)=\mathrm{Tr}(hD)+\frac I2(n_c-n_0)^2+\frac{U-J}{2}\sum_s\mathrm{Tr}(n_s-n_s^2).
\]

Here \(h\) is a fixed one-particle matrix, \(I\ge0\) a charging energy and \(n_0\) a reference charge. The base functional contributes \(-\frac J2\sum_s\mathrm{Tr}(n_s-n_s^2)\), with \(J\ge0\). This is a spurious convexity: it lowers the energy of fractional occupations. The Hubbard correction contributes the same expression with \(+U/2\). In this model \(J\) is a curvature, not Hund's exchange. At \(U=J\) the two terms cancel; at \(U>J\) fractional occupation is penalized.

The mean-field matrix \(F\) is defined by \(dE=\mathrm{Tr}(F\,dD)\). Since \(d\,\mathrm{Tr}(n_s^2)=2\,\mathrm{Tr}(n_s\,dn_s)\),

\[
F=h+I(n_c-n_0)P+(U-J)\sum_s\left(\tfrac12-n_s\right),
\]

where \(P\) projects on all correlated orbitals and each bracket acts within its own shell. An empty correlated orbital is raised by \((U-J)/2\), and a filled one is lowered by the same amount.

## What goes wrong with full replacement

The naive scheme builds \(F(D)\), fills its lowest \(N\) orbitals to form \(D'\), and replaces \(D\) by \(D'\). This filling is called aufbau filling.

Consider three ions with one correlated orbital each, at 0, 0.2 and 0.4 eV. Each ion is its own shell. Two ligand orbitals lie at \(-1\) eV and a conduction orbital at \(+1\) eV. Numbering these three as bath orbitals 1 to 3, ion \(i\) couples to bath orbital \(i\) by 0.10 eV and to the other two by 0.05 eV. There are three electrons, with \(I=8\), \(J=1\), \(U=5\) eV and \(n_0=1\). These are round model parameters.

Start with the ions empty and the three bath orbitals full. The diagonal ion elements of \(F\) are

\[
8(0-1)+4\left(\tfrac12-0\right)+\{0,\,0.2,\,0.4\}=\{-6,\,-5.8,\,-5.6\}\ \text{eV}.
\]

They lie below the whole bath, so all three electrons move to the ions. With \(n_c\approx3\) and every ion full, the same elements become

\[
8(3-1)+4\left(\tfrac12-1\right)+\{0,\,0.2,\,0.4\}=\{14,\,14.2,\,14.4\}\ \text{eV},
\]

and the electrons all return to the bath. Numerical iteration settles into this two-cycle: the ion charge alternates between 0.0002 and 2.9984, and the energy between 2.99 and 16.56 eV. The direction of the first transfer was sensible, because the ions were too empty. Its length was not.

## The energy along the proposed direction

Keep the direction \(\Delta=D'-D\), but choose the length. For \(0\le\lambda\le1\), \(D+\lambda\Delta=(1-\lambda)D+\lambda D'\) is an average of two members of \(\mathcal C\), so it is admissible. Write \(\delta n_s\) for the block of \(\Delta\) on shell \(s\), and \(\delta n_c=\sum_s\mathrm{Tr}\,\delta n_s\). The one-particle term is linear in \(\lambda\). The charging term is

\[
\frac I2(n_c-n_0+\lambda\delta n_c)^2
=\frac I2(n_c-n_0)^2+\lambda I(n_c-n_0)\delta n_c+\lambda^2\frac I2(\delta n_c)^2 .
\]

For each shell, the cyclic property of the trace gives \(\mathrm{Tr}(n_s\delta n_s+\delta n_s n_s)=2\,\mathrm{Tr}(n_s\delta n_s)\), hence

\[
\mathrm{Tr}\left[(n_s+\lambda\delta n_s)-(n_s+\lambda\delta n_s)^2\right]
=\mathrm{Tr}(n_s-n_s^2)+\lambda\,\mathrm{Tr}[(1-2n_s)\delta n_s]-\lambda^2\,\mathrm{Tr}(\delta n_s^2).
\]

Multiply the last line by \((U-J)/2\), sum over shells and collect powers of \(\lambda\). The linear terms combine into \(\mathrm{Tr}(F\Delta)\), so

\[
E(\lambda)=E(0)+s\lambda+c\lambda^2,\qquad s=\mathrm{Tr}(F\Delta),
\]

\[
c=\frac I2(\delta n_c)^2-\frac{U-J}{2}\sum_s\mathrm{Tr}(\delta n_s^2).
\]

No higher power occurs. The parabola is the energy itself on this segment, not a local approximation to it. Charging bends it upward, and an excess of \(U\) over \(J\) bends it downward. The curve is concave or straight when

\[
I(\delta n_c)^2\le(U-J)\sum_s\mathrm{Tr}(\delta n_s^2).
\]

Moving an electron between correlated orbitals at fixed \(n_c\) therefore gives a concave line whenever \(U>J\).

The slope also has a definite sign. In the eigenbasis of \(F\), with energies \(\varepsilon_i\), any trial matrix \(X\) in \(\mathcal C\) has \(\mathrm{Tr}(FX)=\sum_i\varepsilon_i f_i\), where \(f_i=\langle i|X|i\rangle\) lies between 0 and 1 and \(\sum_i f_i=N\). Filling the lowest \(N\) levels minimizes this sum. Thus \(\mathrm{Tr}(FD')\le\mathrm{Tr}(FD)\), which is \(s\le0\).

## Choosing the step

For \(c>0\), setting \(s+2c\lambda=0\) gives the bottom of the parabola at \(-s/(2c)\). If that point lies beyond 1, the energy falls all the way to \(\lambda=1\). For \(c\le0\) and \(s<0\), the derivative \(s+2c\lambda\) is negative throughout the segment, so the minimum is again at \(\lambda=1\). The complete rule for an aufbau direction with \(s<0\) is

\[
\lambda=\begin{cases}1,&2c\le-s,\\[2pt]-s/(2c),&2c>-s.\end{cases}
\]

For an arbitrary direction \(s\) may be positive. A concave parabola still has a minimum at an endpoint, because it lies on or above its chord. Since \(E(1)-E(0)=s+c\), the far end is preferred when \(s+c<0\) and the near end when \(s+c>0\).

The same \(\lambda\) must be applied to the whole density matrix, including its correlated blocks. Mixing the charge and the occupation matrices with different factors leaves the segment on which the parabola was derived. Because \(F\) is linear in \(D\) apart from a constant, the curvature also follows from two mean-field matrices:

\[
\mathrm{Tr}\{[F(D')-F(D)]\Delta\}=I(\delta n_c)^2-(U-J)\sum_s\mathrm{Tr}(\delta n_s^2)=2c.
\]

## The same start with optimal damping

Without hybridization, the first direction would fill all three ions. Then \(\delta n_c=3\) and \(\sum_s\mathrm{Tr}(\delta n_s^2)=3\), giving

\[
s=(-6-5.8-5.6)-(-1-1+1)=-16.4\ \text{eV},\qquad
c=\tfrac82\,3^2-\tfrac42\,3=30\ \text{eV}.
\]

With the hopping included, numerical diagonalization gives \(s=-16.41\) and \(c=29.97\) eV. Therefore

\[
\lambda=\frac{16.41}{2(29.97)}=0.274,\qquad
E=3.000-\frac{(16.41)^2}{4(29.97)}=0.754\ \text{eV}.
\]

The full step would have given \(3.00-16.41+29.97=16.56\) eV, the high-energy member of the two-cycle.

The ion charge is now 0.821, or about 0.274 per ion. The ion levels are near

\[
8(0.821-1)+4(0.5-0.274)+\{0,\,0.2,\,0.4\}
\approx\{-0.53,\,-0.33,\,-0.13\}\ \text{eV}.
\]

They lie between the ligand and conduction levels, so aufbau filling selects the two ligands and mainly ion 1. The total ion charge changes by only \(1.033-0.821=0.212\), and charging contributes \(4(0.212)^2=0.18\) eV to \(c\). The computed total is \(c=-1.12\) eV, so the Hubbard part is about \(-1.30\) eV. With \(s=-1.55\) eV the line is concave and descending, and the full step lowers the energy to \(-1.921\) eV.

The next direction has \(s=-0.0874\) and \(c=0.0021\) eV. It is convex, but \(2c<|s|\), so the step is again full. Five steps in all bring \(|s|\) below \(10^{-11}\) eV, at \(E=-2.0062\) eV. The damping was needed once. A fixed mixing factor of 0.274 would have kept shortening the later steps, for which the best factor was 1.

## What descent guarantees

An interior step lowers the energy by \(s^2/(4c)\). A full step lowers it by \(-s-c\), which is at least \(|s|/2\) because \(c\le|s|/2\). To combine the two cases, bound \(c\) from above.

Let \(M\) be the smaller of \(N\) and the number of correlated orbitals. Then \(|\delta n_c|\le M\). Also

\[
\sum_s\mathrm{Tr}(\delta n_s^2)\le\mathrm{Tr}(\Delta^2)
=\mathrm{Tr}D^2+\mathrm{Tr}D'^2-2\,\mathrm{Tr}(DD')\le2N,
\]

since \(\mathrm{Tr}D^2\le\mathrm{Tr}D=N\), likewise for \(D'\), and \(\mathrm{Tr}(DD')\ge0\). It follows that

\[
c\le C=\frac{IM^2}{2}+\max(J-U,0)\,N .
\]

For \(C>0\), each step therefore satisfies

\[
E_k-E_{k+1}\ge\min\left(\frac{|s_k|}{2},\frac{s_k^2}{4C}\right).
\]

If \(C=0\), every step is full and the first entry alone applies. In the example \(C=36\) eV. The first step is guaranteed a drop of \((16.41)^2/144=1.87\) eV, and the actual drop is 2.25 eV.

The energy is continuous on a closed, bounded set, so it has a lower bound. The drops therefore have a finite sum, and \(s_k\to0\). This does not promise fast convergence: with \(U=0\) and the other parameters unchanged, the same start needs more than a thousand steps to bring \(|s|\) below \(10^{-9}\) eV. Every limit point of the iteration satisfies the aufbau condition: no straight segment within \(\mathcal C\) starts downhill from it. If its \(F\) has a gap, the minimizer of \(\mathrm{Tr}(FX)\) is unique, so \(D=D'\). With a degeneracy at the Fermi level, \(s=0\) need not imply \(D=D'\), and a concave direction may still lower the energy. A stopping test on \(s\) alone misses that case.

## Why the converged state may still be the wrong one

For \(U\le J\), every segment has \(c\ge0\), so \(E\) is convex and lies above its tangents. For any \(X\) in \(\mathcal C\),

\[
E(X)\ge E(D)+\mathrm{Tr}[F(D)(X-D)]\ge E(D)+s,
\]

where the last inequality holds because \(D'\) minimizes the trace. Hence \(E(D)-E_{\min}\le|s|\): the residual certifies the energy. With \(U=J=1\) eV, four different starts give \(-2.0162\) eV, with a spread below \(10^{-9}\) eV. This lies below the result for \(U=5\) eV, as it must, because raising \(U\) adds a non-negative term to the energy of every \(D\).

For \(U>J\) some segments can be concave, as they are here for a transfer between ions, and the certificate is then lost. Starting at \(U=5\) eV with both ligands and one chosen ion filled, optimal damping gives three states:

- ion 1: \(-2.006\) eV;
- ion 2: \(-1.807\) eV, or 0.200 eV higher than ion 1;
- ion 3: \(-1.612\) eV, or 0.394 eV higher than ion 1.

All three satisfy \(|s|<10^{-11}\) eV and have gaps near 2 eV. The residual does not distinguish them.

The segment from state 2 to state 1 shows the obstacle. Without hopping, ion 1 is empty at \(+2\) eV and ion 2 is filled at \(0.2-2=-1.8\) eV. Moving the electron gives \(s=3.8\) eV and \(c=-\frac42(1+1)=-4\) eV. With hopping, the values are 3.788 and \(-3.987\) eV. The top and its height are

\[
\lambda=\frac{3.788}{2(3.987)}=0.475,\qquad
\frac{s^2}{4|c|}=\frac{(3.788)^2}{4(3.987)}=0.90\ \text{eV}.
\]

A line search on this segment would jump to the far end, since \(s+c\approx-0.20\) eV. But the direction starts uphill, and aufbau filling proposes only directions with \(s\le0\). The line search is exact; the direction is never offered to it. The height of 0.90 eV belongs to this path of mixed density matrices and is not an activation energy for electron transfer.

Different starts are therefore part of the calculation. Forty random starts, each a randomly weighted average of three random \(N\)-electron projectors, ended 24 times on ion 1, 11 times on ion 2 and 5 times on ion 3. None gave an energy below that of state 1. These counts depend on the sampling recipe, and they do not prove that state 1 is the global minimum.

## A fixed point that is not even a minimum

Starting downhill on no straight segment is weaker than being a local minimum. To see this, remove the hopping and put the three correlated orbitals into one rotationally invariant shell. Fill the ligands and the orbital at 0.2 eV. This state reproduces itself under aufbau filling, with a gap of 2 eV.

Now rotate the occupied correlated orbital by an angle \(\theta\) toward the orbital at 0 eV. The block \(n\) remains a projector of trace 1, so neither the charging nor the Hubbard energy changes. The one-particle energy changes by

\[
E(\theta)-E(0)=(0-0.2)\sin^2\theta=-0.2\sin^2\theta\ \text{eV}.
\]

Its second derivative at \(\theta=0\) is \(-0.4\) eV, so the state is a saddle. The chord from the original to the rotated matrix has \(s=3.8\sin^2\theta\) eV. Since \(\mathrm{Tr}(\delta n^2)=2-2\cos^2\theta=2\sin^2\theta\), it has \(c=-4\sin^2\theta\) eV. Each chord first rises and then ends 0.2 \(\sin^2\theta\) eV below its start, however small \(\theta\) is. The rotation follows a curved path around the hump.

With separate ions, the same rotation changes two scalar occupations by \(\pm\sin^2\theta\). Then \(c=-4\sin^4\theta\) eV, which cannot compete with \(s=3.8\sin^2\theta\) eV at small angles. The three states found above are indeed stable to rotations: a finite-difference Hessian over real and imaginary mixings of occupied with empty orbitals has lowest eigenvalues between 3.95 and 4.00 eV. This softest mode is an imaginary mixing of a ligand orbital with the conduction orbital, and its curvature is twice the gap. The softest ion-to-ion rotations are stiffer, about 8.4, 7.6 and 7.2 eV for states 1, 2 and 3. For a state that already satisfies the aufbau condition, that Hessian tests stability to rotations; a gap alone does not.

## When the functional is not quadratic

Actual exchange-correlation energies contain other powers of the density, so a parabola then only estimates the step. Add \(-A\sum_i\rho_i^{4/3}\) to the model, with \(\rho_i=D_{ii}\) on all six orbitals and \(A=2\) eV. Keep the first segment of the example, whose end \(D'\) was built without the exchange potential. On it, a parabola through both endpoint energies with the correct initial slope puts the minimum at \(\lambda=0.191\). Numerical minimization puts it at 0.234, and the parabolic step ends 0.045 eV above that minimum. With \(D'\) rebuilt from the mean field that includes exchange, the two step lengths become 0.192 and 0.235. A practical code should evaluate the energy after the step and shorten the step if the energy has not fallen. When \(s<0\) and the energy is differentiable, a sufficiently short step does lower it.

The endpoint rule survives more generally. If \(E(\lambda)\) is concave, it lies above its chord, so an endpoint is a minimum. It also lies below its initial tangent, so \(E(1)\le E(0)+s\). With \(s<0\), the full step is then the best one, whether or not the energy is quadratic. Here \(s\) must be the slope of the full functional, including its exchange-correlation potential.
